# The Diagonal Born–Oppenheimer Correction of an Atom as a Mass Shift

## One electron

Hartree atomic units are used throughout, so the electron mass is 1 and the nuclear mass \(M\) is a number of electron masses. It is the mass of the bare nucleus, not of the atom.

Consider one electron and a point nucleus of charge \(Z\) clamped at \(\mathbf R\). The ground state is

\[
\psi(\mathbf r;\mathbf R)=\sqrt{Z^3/\pi}\;e^{-Z|\mathbf r-\mathbf R|},\qquad E=-\frac{Z^2}{2}.
\]

The two positions enter through \(\mathbf r-\mathbf R\), so the chain rule gives \(\nabla_R\psi=-\nabla_r\psi\). Moving the nucleus one way changes the function as moving the electron coordinate the other way does. The gradient has magnitude \(Z|\psi|\), and therefore

\[
\frac{1}{2M}\int|\nabla_R\psi|^2\,d^3r=\frac{1}{2M}\int|\nabla_r\psi|^2\,d^3r=\frac{Z^2}{2M}.
\]

The left side is the diagonal Born–Oppenheimer correction (DBOC), as derived below. The exact internal energy for a moving nucleus follows from the reduced mass \(M/(M+1)\):

\[
-\frac{Z^2}{2}\,\frac{1}{1+1/M}=-\frac{Z^2}{2}+\frac{Z^2}{2M}-\frac{Z^2}{2M^2}+\dots
\]

The DBOC is the term of order \(1/M\). It does not contain the later terms. With several electrons the same reasoning holds, but the square of the total gradient acquires cross terms, which form the specific mass shift.

## Which scalar is the DBOC

Let \(N\) electrons move around one point nucleus, without external fields and without relativistic terms. The full Hamiltonian is

\[
H_{\rm tot}=-\frac{1}{2M}\nabla_R^2+H(\mathbf R),
\]
\[
H(\mathbf R)=-\frac12\sum_i\nabla_i^2-\sum_i\frac{Z}{|\mathbf r_i-\mathbf R|}+\sum_{i<j}\frac{1}{|\mathbf r_i-\mathbf r_j|}.
\]

Let \(\Psi(\mathbf r;\mathbf R)\) be a bound eigenstate of \(H(\mathbf R)\), normalized over the electrons at each \(\mathbf R\). Brackets denote integration over electron positions and summation over spins. Insert the product \(\chi(\mathbf R)\Psi\) and project on \(\Psi\). The product rule gives

\[
\langle\Psi|\nabla_R^2(\chi\Psi)\rangle=\nabla_R^2\chi+2\mathbf A\cdot\nabla_R\chi+\langle\Psi|\nabla_R^2\Psi\rangle\chi,
\qquad \mathbf A=\langle\Psi|\nabla_R\Psi\rangle .
\]

Differentiating \(\mathbf A\) once more gives

\[
\nabla_R\cdot\mathbf A=\langle\nabla_R\Psi|\nabla_R\Psi\rangle+\langle\Psi|\nabla_R^2\Psi\rangle .
\]

Use this to eliminate \(\langle\Psi|\nabla_R^2\Psi\rangle\), and note that \((\nabla_R+\mathbf A)^2\chi=\nabla_R^2\chi+2\mathbf A\cdot\nabla_R\chi+(\nabla_R\cdot\mathbf A)\chi+\mathbf A\cdot\mathbf A\,\chi\). Because the norm is constant, \(\mathbf A\) is purely imaginary and \(\mathbf A\cdot\mathbf A=-|\mathbf A|^2\). The projected nuclear kinetic energy becomes

\[
-\frac{1}{2M}(\nabla_R+\mathbf A)^2+\frac{1}{2M}\Big(\langle\nabla_R\Psi|\nabla_R\Psi\rangle-|\mathbf A|^2\Big).
\]

When \(\mathbf A=0\), the second term is the DBOC in its usual form,

\[
E_{\rm DBOC}=\frac{1}{2M}\langle\nabla_R\Psi|\nabla_R\Psi\rangle=-\frac{1}{2M}\langle\Psi|\nabla_R^2\Psi\rangle .
\tag{1}
\]

Whether \(\mathbf A=0\) holds depends on the phase chosen for \(\Psi\) at each \(\mathbf R\). Replace \(\Psi\) by \(e^{i\theta(\mathbf R)}\Psi\) with \(\theta\) real, starting from a state with \(\mathbf A=0\). Its gradient is \(e^{i\theta}(\nabla_R\Psi+i\Psi\nabla_R\theta)\). The cross term in the squared norm contains \(\langle\nabla_R\Psi|\Psi\rangle=0\), so

\[
\langle\nabla_R\Psi|\nabla_R\Psi\rangle\;\to\;\langle\nabla_R\Psi|\nabla_R\Psi\rangle+|\nabla_R\theta|^2,\qquad \mathbf A\to i\nabla_R\theta .
\]

The combination with \(-|\mathbf A|^2\) is unchanged. Code that uses complex states must therefore either choose the phase so that \(\mathbf A=0\), where such a choice exists, or subtract \(|\mathbf A|^2\).

## Nuclear displacement is minus the total electronic gradient

The potential in \(H(\mathbf R)\) depends on \(\mathbf r_i-\mathbf R\) and \(\mathbf r_i-\mathbf r_j\). The electronic kinetic energy is unchanged by a constant shift of all electron positions. Hence, if \(\Phi(\mathbf r_1,\dots,\mathbf r_N)\) is an eigenstate for the nucleus at the origin, then

\[
\Psi(\mathbf r;\mathbf R)=\Phi(\mathbf r_1-\mathbf R,\dots,\mathbf r_N-\mathbf R)
\tag{2}
\]

is an eigenstate of \(H(\mathbf R)\) with the same energy. Spin labels are left alone. Each of the \(N\) arguments contains \(-\mathbf R\), and the chain rule gives

\[
\nabla_R\Psi=-\sum_i\nabla_i\Psi=-i\mathbf P\,\Psi,\qquad \mathbf P=\sum_i\mathbf p_i,\quad \mathbf p_i=-i\nabla_i .
\tag{3}
\]

The last form follows from \(\nabla_i=i\mathbf p_i\).

It remains to verify that the choice (2) has \(\mathbf A=-i\langle\mathbf P\rangle=0\). Let \(\mathbf D=\sum_i\mathbf r_i\). The potential commutes with \(\mathbf D\), and \([p_i^2/2,\mathbf r_i]=-i\mathbf p_i\), so \([H,\mathbf D]=-i\mathbf P\), or \(\mathbf P=i[H,\mathbf D]\). In a bound eigenstate,

\[
\langle\mathbf P\rangle=i\langle H\mathbf D-\mathbf DH\rangle=i(E-E)\langle\mathbf D\rangle=0 .
\]

For a degenerate level, (2) means that one member is chosen at the origin and carried along unchanged. If the mixture of members were allowed to vary with \(\mathbf R\), then \(\nabla_R\Psi\) would contain extra terms and (3) would fail.

Equation (3) also fails if something other than the nucleus fixes a position in space, such as a harmonic external potential or a second nucleus. In a molecule, shifting all nuclei together gives \(\sum_A\nabla_{R_A}\Psi=-\sum_i\nabla_i\Psi\) for the state carried along. The derivative for one nucleus alone is not determined by this sum, so the molecular DBOC cannot be computed from \(\langle P^2\rangle\) in the atomic way.

## The two mass shifts

Insert (3) into (1). The factors \(-i\) and \(+i\) from ket and bra multiply to 1, and \(\mathbf P\) is Hermitian:

\[
E_{\rm DBOC}=\frac{\langle P^2\rangle}{2M}.
\]

Momenta of different electrons commute, so each pair appears twice in the square:

\[
P^2=\sum_i p_i^2+2\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .
\]

The result is

\[
E_{\rm DBOC}=\underbrace{\frac{1}{2M}\sum_i\langle p_i^2\rangle}_{E_{\rm NMS}}+\underbrace{\frac1M\sum_{i<j}\langle\mathbf p_i\cdot\mathbf p_j\rangle}_{E_{\rm SMS}} .
\tag{4}
\]

These are the normal and specific mass shifts to first order in \(1/M\). Physically, in the frame where the whole atom has zero momentum, the nucleus carries momentum \(-\mathbf P\), and \(P^2/(2M)\) is its recoil energy. The normal shift is what independent recoils would cost. The specific shift is negative when electron momenta tend to oppose one another, and positive when they tend to align.

For pure Coulomb forces the normal shift can be obtained from the energy. Scale all electron coordinates of the normalized state by a factor \(\lambda\), with the nucleus at the origin. The kinetic energy becomes \(\lambda^2T\) and the potential energy \(\lambda V\). An eigenstate makes the total stationary at \(\lambda=1\), which gives \(2T+V=0\), hence \(T=-E\). Since \(\sum_i\langle p_i^2\rangle=2T\),

\[
E_{\rm NMS}=\frac TM=-\frac EM .
\]

In an approximate calculation the last equality requires a wavefunction that is stationary under this scaling. In a finite basis this is generally not exact, and the deviation of \(-V/T\) from 2 is the relative difference between \(-E/M\) and \(T/M\). It does not measure the error of the shift itself: a single Gaussian with the best exponent for hydrogen has \(-V/T=2\), yet its normal shift is 15% too small.

## Relation to the exact finite-mass energy

Introduce \(\boldsymbol\rho_i=\mathbf r_i-\mathbf R\) and consider zero total momentum. The full wavefunction then depends on the \(\boldsymbol\rho_i\) alone, and \(\nabla_{r_i}\to\nabla_{\rho_i}\), \(\nabla_R\to-\sum_i\nabla_{\rho_i}\). The nuclear kinetic energy becomes

\[
-\frac{1}{2M}\Big(\sum_i\nabla_{\rho_i}\Big)^2=\frac{P^2}{2M},
\qquad\text{so}\qquad H_M=H(0)+\frac{P^2}{2M}.
\]

No approximation in \(M\) has been made here. First-order perturbation theory in \(P^2/(2M)\) gives

\[
E_M=E+\frac{\langle P^2\rangle}{2M}+\frac{E_2}{M^2}+\dots,\qquad
E_2=-\frac14\sum_{k\ne0}\frac{|\langle k|P^2|0\rangle|^2}{E_k-E_0},
\]

where the sum includes the continuum. For the lowest state of its symmetry every denominator that contributes is positive, so \(E_2\le0\). In a degenerate level, first-order theory also requires that \(P^2\) does not mix the chosen members. Since \(P^2\) is unchanged by rotations, inversion and spin rotations, this holds among the members of one term with given \(L\), \(S\) and parity.

Equation (4) thus equates the DBOC with the first-order mass shift. Adding the DBOC to an energy that already contains \(\langle P^2\rangle/(2M)\) would count the recoil twice.

## A correlated model with a nucleus that is really moved

Equation (3) can be checked without assuming (2) by solving the electronic problem anew at displaced nuclear positions. A one-dimensional atom with two electrons, nuclear charge 2 and interactions \(1/\sqrt{x^2+1}\) serves for this. The grid stays fixed while the nucleus moves by \(\pm0.005\) bohr. The numerical check compares the central difference of the states with minus the total electronic gradient. The norm of the mismatch, relative to that of the total gradient, is \(9.5\times10^{-5}\) for the lowest singlet and \(1.3\times10^{-4}\) for the lowest triplet. The opposite sign in (3) would give a value near 2. The separate contributions of the grid and of the finite step to the mismatch were not determined.

The parts of \(\langle P^2\rangle\), in bohr\(^{-2}\), are:

| State | \(\langle p_1^2+p_2^2\rangle\) | \(2\langle p_1p_2\rangle\) | \(\langle P^2\rangle\) | By displacement |
|---|---:|---:|---:|---:|
| singlet | 0.5794 | 0.0928 | 0.6722 | 0.6722 |
| triplet | 0.7462 | −0.4534 | 0.2928 | 0.2928 |

The cross term has opposite signs in the two states. In the triplet it removes more than half of the one-electron part, so the normal shift alone would be a poor estimate of the DBOC there.

For the singlet with \(M=200\), the DBOC is \(0.67222/400=1.6806\times10^{-3}\) hartree, while the shift from diagonalizing \(H_M\) is \(1.6753\times10^{-3}\) hartree. The remainder is \(-5.25\times10^{-6}\) hartree. At \(M=400\) it is \(-1.32\times10^{-6}\) hartree, smaller by a factor 3.99. This is the \(1/M^2\) behaviour, with \(E_2\approx-5.25\times10^{-6}\times200^2=-0.21\) hartree.

The phase rule is visible too: a factor \(e^{iqR}\) with \(q=0.5\) bohr\(^{-1}\) raises \(\langle\partial_R\Psi|\partial_R\Psi\rangle\) by \(0.2500=q^2\) bohr\(^{-2}\).

## Working formula for one determinant

Now let \(\Phi\) be a single Slater determinant of orthonormal real spatial orbitals \(a,b,\dots\), each with a definite spin. The two-electron rule for determinants gives

\[
\sum_{i<j}\langle\mathbf p_i\cdot\mathbf p_j\rangle=\frac12\sum_{ab}\Big[\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle-\delta_{\sigma_a\sigma_b}\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle\Big].
\]

Define \(\mathbf d_{ab}=\langle a|\nabla|b\rangle\) between spatial orbitals. Integration by parts gives \(\mathbf d_{ba}=-\mathbf d_{ab}\), so \(\mathbf d_{aa}=0\) and the direct term vanishes. In the exchange term,

\[
\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=(-i\mathbf d_{ab})\cdot(-i\mathbf d_{ba})=(-i\mathbf d_{ab})\cdot(i\mathbf d_{ab})=|\mathbf d_{ab}|^2 .
\]

With \(X=\sum_{ab}\delta_{\sigma_a\sigma_b}|\mathbf d_{ab}|^2\), summed over ordered pairs of occupied spin orbitals,

\[
E_{\rm SMS}=-\frac{X}{2M},\qquad \langle P^2\rangle=2T-X .
\tag{5}
\]

For a closed shell with equal orbitals for both spins, \(X\) is twice the sum over ordered pairs of spatial orbitals.

At this level the specific shift cannot be positive. It comes from the antisymmetry of equal-spin electrons. Two electrons of opposite spin in one real orbital have \(X=0\), so the positive cross term of the model singlet lies beyond that description and is due to correlation.

The gradient is a vector operator of odd parity. Angular-momentum addition allows \(l\to l-1,l,l+1\), and parity excludes \(l\to l\). Orbitals of definite \(l\) therefore contribute to \(X\) in pairs with \(\Delta l=\pm1\).

In a basis of atom-centred functions \(\mu\), with coefficients \(C\), the required elements are

\[
\mathbf d_{ab}=\sum_{\mu\nu}C_{\mu a}C_{\nu b}\langle\mu|\nabla|\nu\rangle .
\]

If the integral code differentiates the bra instead, every \(\mathbf d_{ab}\) changes sign and \(X\) does not.

The identity survives the truncation of such a basis. The functions travel with the nucleus, all their mutual integrals stay the same, and the coefficients can be kept fixed, so the approximate state still has the form (2). The condition \(\mathbf A=0\) then follows from \(\mathbf d_{aa}=0\), and no exact eigenstate is needed. With basis functions that stay fixed in space, the computed state does not in general translate rigidly, and (3) holds only as far as the basis can represent the shifted state.

## An independent route through overlaps

A useful check on an implementation is the overlap between the determinant and its copy displaced by \(\delta\) along \(x\). For each spin it is the determinant of the matrix

\[
S_{ab}(\delta)=\langle a(\mathbf r)|b(\mathbf r-\delta\mathbf e_x)\rangle=\delta_{ab}-\delta\,d^x_{ab}+\frac{\delta^2}{2}\langle a|\partial_x^2|b\rangle+\dots
\]

Write \(S=1+Y\) and use \(\det(1+Y)=1+\operatorname{tr}Y+\tfrac12(\operatorname{tr}Y)^2-\tfrac12\operatorname{tr}Y^2+\dots\). Since \(d^x_{aa}=0\), the trace begins at second order:

\[
\operatorname{tr}Y=-\frac{\delta^2}{2}\sum_a\langle a|p_x^2|a\rangle+\dots,\qquad
\operatorname{tr}Y^2=\delta^2\sum_{ab}d^x_{ab}d^x_{ba}+\dots=-\delta^2\sum_{ab}(d^x_{ab})^2+\dots
\]

Thus \((\operatorname{tr}Y)^2\) is of fourth order. Multiplying the two spin factors gives

\[
\langle\Psi(0)|\Psi(\delta\mathbf e_x)\rangle=1-\frac{\delta^2}{2}\Big[\sum_a\langle a|p_x^2|a\rangle-\sum_{ab}\delta_{\sigma_a\sigma_b}(d^x_{ab})^2\Big]+\dots
\]

The bracket is \(\langle P_x^2\rangle\), in agreement with (5). Numerically, form \(G(\delta)=2[1-\langle\Psi(0)|\Psi(\delta\mathbf e_x)\rangle]/\delta^2\). Shifting the integration variable gives \(S_{ab}(-\delta)=S_{ba}(\delta)\) for real orbitals, so each determinant is even in \(\delta\). For orbitals with finite \(\langle p^4\rangle\), such as Gaussian expansions or a three-dimensional 1s orbital, no \(|\delta|^3\) term appears, and the next term of the overlap is of order \(\delta^4\). The leading error of \(G\) is therefore proportional to \(\delta^2\) and cancels in \([4G(\delta/2)-G(\delta)]/3\). The sum over the three axes is \(\langle P^2\rangle\). This route uses neither kinetic-energy nor gradient integrals.

## Yttrium

The example is the yttrium atom in the configuration 4d¹5s², treated by nonrelativistic unrestricted Hartree–Fock with 113 Gaussian functions. Each orbital is restricted to one real angular component, and the 4d electron occupies \(d_{xy}\). The nuclear mass is rounded to 89 atomic mass units, or \(M=162237.1\). This is slightly more than the mass of the bare nucleus and makes the shifts below about 0.13% too small in magnitude; with the bare nuclear mass the DBOC would be 0.01477 hartree instead of 0.01475.

The kinetic energy is \(T=3331.45\) hartree, so the normal shift is

\[
E_{\rm NMS}=\frac{3331.45}{162237.1}=0.02053\ \text{hartree}.
\]

The total energy, \(-3331.61\) hartree, gives \(-E/M=0.020535\) hartree, against \(T/M=0.020534\) hartree. Since \(-E=T(-V/T-1)\), the virial ratio \(-V/T=2.00005\) makes \(-E/M\) exceed \(T/M\) by \(5\times10^{-5}\) of \(T/M\).

The squared gradient elements add up to \(X=1876.48\) bohr\(^{-2}\): 1388.68 from s–p pairs and 487.79 from p–d pairs. The 1s–2p pairs alone supply 1086.27, or 58% of \(X\). Equation (5) gives

\[
E_{\rm SMS}=-\frac{1876.48}{2\times162237.1}=-0.00578\ \text{hartree},
\]

which is \(-28\%\) of the normal shift. The sum is

\[
E_{\rm DBOC}=0.02053-0.00578=0.01475\ \text{hartree}\approx0.40\ \text{eV}.
\]

The displaced determinants, with shifts of at most \(10^{-3}\) bohr, give \(\langle P^2\rangle=4786.426\) bohr\(^{-2}\), against \(2T-X=4786.427\) bohr\(^{-2}\). This agreement verifies the identity for the computed wavefunction. It does not measure the accuracy of that wavefunction. The digits above belong to this basis. A denser set of 168 functions lowers \(E\) by 0.07 hartree and raises \(T\) by 0.2 hartree, \(X\) and its s–p and 1s–2p parts by 0.2 bohr\(^{-2}\), and \(\langle P^2\rangle\) by 0.3 bohr\(^{-2}\). The normal shift then rounds to 0.02054 hartree, while the specific shift and the DBOC keep the digits shown.

Electron correlation and relativity are absent from these numbers. A 1s electron has a speed of about \(Z\) atomic units, and the speed of light is about 140, so the relative scale of relativistic corrections for the innermost shell is \((39/140)^2\approx0.08\). That is an expansion parameter, not a computed correction, and it fixes neither the size nor the sign of the change in the shift. For a hydrogen-like Dirac 1s state with \(Z=39\), \(\langle p^2\rangle\) exceeds \(Z^2\) by 18%, and relativistic terms in the recoil operator offset this increase. The recoil operator \(P^2/(2M)\) used here is itself nonrelativistic.

## Computed values

```
MODEL ATOM, one dimension, two electrons
nuclear charge 2.0 e, softening length 1.0 bohr
grid: 110 points, spacing 0.35 bohr, edge at 19.1 bohr
nuclear displacement +/- 0.005 bohr
singlet: energy -2.238258 hartree
  largest |Psi| at grid edge / maximum 1.4e-09
  |dPsi/dR + total gradient| / |total gradient| 9.5e-05
  <dPsi/dR|dPsi/dR> by displacement 0.67221 bohr^-2
  <p1^2+p2^2> 0.57944 bohr^-2
  2<p1 p2> 0.09278 bohr^-2
  <P^2> 0.67222 bohr^-2
  phase exp(i q R), q = 0.50 bohr^-1, adds 0.2500 bohr^-2
  M = 200 m_e: exact shift 1.6753e-03, DBOC 1.6806e-03, rest -5.249e-06 hartree
  M = 400 m_e: exact shift 8.3896e-04, DBOC 8.4028e-04, rest -1.316e-06 hartree
  ratio of the two rests 3.990
triplet: energy -1.816069 hartree
  largest |Psi| at grid edge / maximum 4.1e-06
  |dPsi/dR + total gradient| / |total gradient| 1.3e-04
  <dPsi/dR|dPsi/dR> by displacement 0.29275 bohr^-2
  <p1^2+p2^2> 0.74618 bohr^-2
  2<p1 p2> -0.45342 bohr^-2
  <P^2> 0.29276 bohr^-2
YTTRIUM ATOM, 4d1 5s2, nonrelativistic unrestricted Hartree-Fock
basis functions 113, exponent ratio 2.5
  s: 19 exponents from 0.02 bohr^-2
  p: 13 exponents from 0.06 bohr^-2
  d: 11 exponents from 0.04 bohr^-2
nuclear mass 89 u = 162237.1 m_e
total energy -3331.6114 hartree
kinetic energy 3331.4519 hartree
virial ratio -V/T 2.000048
sum <p_i^2> 6662.904 bohr^-2
sum of squared gradient elements 1876.476 bohr^-2
  s-p pairs 1388.684 bohr^-2
  p-d pairs 487.793 bohr^-2
  1s-2p pairs alone 1086.265 bohr^-2
<P^2> by formula 4786.427 bohr^-2
<P^2> by displaced determinants 4786.426 bohr^-2
largest nuclear displacement 1e-03 bohr
normal mass shift 0.020534 hartree
-E/M 0.020535 hartree
specific mass shift -0.005783 hartree
specific / normal -0.2816
normal + specific 0.014751 hartree
DBOC by displacement 0.014751 hartree = 0.4014 eV
```
